Tracer washout from three equal stirred volumes in series

**Problem**

A steady carrier gas flows through three equal stirred volumes connected in series. Their total mean residence time is 1 s. At time zero a short pulse of inert tracer enters the first volume. Show that 0.62 per cent of the tracer is still inside the three volumes after 3 s.

The words "in series" are part of the problem: the same volumes fed side by side give a different answer, found in the first variation. "Stirred" means that the tracer concentration is uniform within each volume at every moment, so the gas leaving a volume has the concentration inside it. Pressure and temperature are uniform and steady, the tracer is too dilute to alter the flow, nothing sticks to the walls, no gas returns upstream, and the connecting ports have negligible volume.

**Hints**

1. The total residence time is shared among three volumes, but each of them carries the whole flow. What fraction of its contents does one volume lose per second?

2. Write one tracer balance for each volume. The outflow of one is the inflow of the next.

3. Multiply each balance by exp(kt), where k is the loss rate from hint 1. The left side becomes a single derivative.

4. "Inside" refers to all three volumes, so add their contents.

**Solution**

*The loss rate.* Let V be the total volume and Q the volume flow at reactor pressure and temperature. The total mean residence time is τ = V/Q. If one volume holds an amount n of tracer, its concentration is n/(V/3), and tracer leaves it at the rate

Q · n/(V/3) = (3Q/V) n = k n, with k = 3/τ.

For τ = 1 s this gives k = 3 s⁻¹. Each volume has a mean residence time of 1/k = τ/3.

*The balances.* Let n₁, n₂ and n₃ be the amounts in the three volumes, as fractions of the pulse. Then

dn₁/dt = −k n₁
dn₂/dt = k n₁ − k n₂
dn₃/dt = k n₂ − k n₃

with n₁(0) = 1 and n₂(0) = n₃(0) = 0. The positive terms are arrivals from upstream and the negative terms are departures downstream.

*The first volume.* Since d(n₁ exp(kt))/dt = (dn₁/dt + k n₁) exp(kt) = 0, the product n₁ exp(kt) keeps its initial value 1, and

n₁ = exp(−kt).

*The second volume.* The same multiplication gives

d(n₂ exp(kt))/dt = (dn₂/dt + k n₂) exp(kt) = k n₁ exp(kt) = k.

Integration from zero, where n₂ vanishes, gives n₂ exp(kt) = kt, so

n₂ = kt exp(−kt).

*The third volume.* Now

d(n₃ exp(kt))/dt = k n₂ exp(kt) = k²t.

Integration from zero gives n₃ exp(kt) = k²t²/2, so

n₃ = ((kt)²/2) exp(−kt).

*The sum.* With a = kt = 3t/τ, the fraction remaining inside is

R = n₁ + n₂ + n₃ = exp(−a) (1 + a + a²/2).

At t = 3 s and τ = 1 s, a = 9. The bracket is 1 + 9 + 40.5 = 50.5, and exp(−9) = 1.2341 × 10⁻⁴. Hence

R = 50.5 × 1.2341 × 10⁻⁴ = 0.00623,

which is 0.62 per cent, as required.

*Where the residue is.* The first volume holds 0.012 per cent of the pulse, the second 0.111 per cent and the third 0.500 per cent. The last volume therefore contains 40.5/50.5, or 80 per cent, of what remains. It is still receiving tracer from upstream long after the first volume is nearly clean.

*The meaning of the given 1 s.* Tracer leaves the system only from the third volume. Adding the three balances cancels the internal transfers and leaves

−dR/dt = k n₃.

This is the distribution of exit times. Its mean follows from an integration by parts, in which the boundary term tR vanishes at both ends:

∫₀^∞ t (−dR/dt) dt = ∫₀^∞ R dt.

Each of the three terms of R integrates to 1/k, because ∫₀^∞ (kt)ᵐ exp(−kt) dt = m!/k. The mean exit time is therefore 3/k = τ, in agreement with V/Q. The mean square is

∫₀^∞ t² k n₃ dt = (k³/2) ∫₀^∞ t⁴ exp(−kt) dt = (k³/2)(24/k⁵) = 12/k².

Subtracting the squared mean, 9/k², leaves a variance of 3/k² = τ²/3. The standard deviation is thus τ/√3, a large part of the mean, and this spread is why some tracer survives to three times the mean residence time.

*Early and late times.* The exponential series allows R to be written as

R = 1 − exp(−a) (a³/6 + a⁴/24 + …).

For small a this is R ≈ 1 − a³/6. The loss begins as the third power of time because a molecule must make three successive escapes. For large a the term a²/2 dominates the bracket and R ≈ (a²/2) exp(−a). At a = 9 this late-time form keeps only the third volume's share, so it gives 80 per cent of the full answer. The complete bracket is still needed at 3 s.

*A switched feed.* The same function describes a change of the feed gas. Suppose a tracer has been fed steadily for a long time and is cut off at time zero. Tracer leaving at a later time t must have entered before the cut, so it has spent longer than t inside. The outlet concentration, relative to its former steady value, is therefore the fraction of exit times longer than t, which is R(t). Under the assumptions of the problem, the outlet still carries 0.62 per cent of the old concentration 3 s after the switch. This is the concentration in the third volume; the upstream volumes are cleaner.

**The model in a low-pressure deposition reactor**

Consider a small hot-wall reactor made of three cubic chambers joined by two ports. Nitrogen carries a pulse of carbon dioxide, taken as inert, at 1 Torr and 900 K. The flow is 20 sccm, meaning 20 cm³ per minute referred to 273.15 K and 760 Torr. At reactor conditions the ideal-gas law gives

Q = (20/60) × (760/1) × (900/273.15) = 835 cm³/s.

A residence time of 1 s then requires V = 835 cm³, or 278 cm³ per chamber, and a chamber side L = 6.53 cm. Each port is 5 cm long and 1 cm in diameter.

The departures from the ideal model are estimated below one at a time, with the other assumptions kept. Percentage changes are relative to the ideal residue, 0.623 per cent of the pulse.

*Stirring.* A rough diffusivity of 0.16 cm²/s at 300 K and 760 Torr, scaled as T¹·⁷⁵/p, becomes

D = 0.16 × 760 × 3¹·⁷⁵ = 832 cm²/s.

Suppose that diffusion alone does the mixing, while the gas moves uniformly from one face of each cube to the opposite face. The speed is Q/L², and the ratio of flow to diffusion is the Péclet number

(Q/L²) L/D = Q/(LD) = 0.154.

Diffusion is faster than the flow, but not infinitely faster. Dividing each chamber into 40 slices and solving their tracer balances with a matrix exponential gives a residue of 0.55 per cent, a change of −12 per cent. The direction is consistent with the opposite limit: with no mixing at all, the gas would move as a plug and the pulse would be gone after 1 s. A diffusivity 20 per cent higher or lower gives −10 or −14 per cent. Both the size and the sign depend on where the gas enters and leaves. A three-dimensional estimate with 1 cm ports, potential flow and diffusion gives about −11 per cent for ports centred on opposite faces, −3 per cent for ports on adjacent faces, and +4 per cent for two ports 3 cm apart on the same face.

*Return through the ports.* Let c₁ and c₂ be the concentrations at the upstream and downstream ends of a port of length l and cross-section A. The steady flux per unit area is J = uc − D dc/dx, with u = Q/A. Its solution is c = J/u + B exp(ux/D), where B is a constant. With P = ul/D, the two ends give

c₁ = J/u + B
c₂ = J/u + B exp(P).

Multiplying the first line by exp(P) and subtracting the second removes B:

AJ = Q (c₁ exp(P) − c₂)/(exp(P) − 1) = Q [(1 + b)c₁ − b c₂], with b = 1/(exp(P) − 1).

The net gas flow is still Q, but a fraction b of it acts as a return flow of tracer. Here P = 6.39 and b = 0.0017. Putting this exchange into the three balances and solving them numerically changes the residue by +1.0 per cent.

*Pressure drop.* In steady laminar flow, the pressure force on a gas cylinder of radius s balances the viscous force on its side:

πs² Δp = −2πs l μ dv/ds.

With v = 0 at the port radius r, this integrates to v = Δp (r² − s²)/(4μl). Integrating v over the cross-section gives Q = πr⁴Δp/(8μl), or

Δp = 8μlQ/(πr⁴).

A rough viscosity μ = 3.8 × 10⁻⁵ Pa s gives 0.048 Torr per port. The Reynolds number, based on port diameter, is 1.4, which supports the laminar estimate. The mean free path is about 2 per cent of the diameter, so slip at the wall lowers the drop only modestly, by some 13 to 15 per cent. Losses at the port ends raise it by about 12 per cent. Both are left out. With 1 Torr kept in the middle chamber and the same drop taken across both ports, the first chamber holds denser gas and empties more slowly, while the third empties faster. The numerical solution with these unequal rates changes the residue by +0.7 per cent. The change is this small only because the two shifts nearly cancel, and its value is correspondingly fragile: allowing for the expansion of the gas along the ports, which makes the steps equal in p² rather than in p, gives +0.1 per cent instead. If 1 Torr were instead kept in the last chamber, at the same molar flow, both upstream chambers would hold denser gas. The total residence time would then rise by nearly 5 per cent, and the residue by roughly 40 per cent of its value.

*Port transit.* A port has a volume of 3.9 cm³, which the gas crosses in 4.7 ms. Treating the two ports as pure delays, and counting tracer in them as inside, replaces R(t) by R(t − 9.4 ms). The change is +2.3 per cent. A pure delay understates the effect, because at P = 6.39 diffusion along the port is not negligible. Solving the port with its volume, flow and diffusion together gives +4.8 per cent, more than the +3.3 per cent obtained by adding this estimate to that for return flow.

*Temperature spread.* Let the chambers be at 0.9, 1.0 and 1.1 times 900 K, with the molar flow and pressure fixed. Colder gas is denser and moves more slowly, so the three loss rates become 0.9k, k and 1.1k. The balances then give a residue of 0.67 per cent, a change of +8 per cent. Part of this comes from a slightly longer total residence time, since the mean of 1/0.9, 1 and 1/1.1 exceeds 1.

*Pulse length.* Spreading the injection evenly over 0.1 s, centred on time zero, and averaging R over the injection times changes the residue by +0.2 per cent.

*Comparison with real equipment.* A pressure near 1 Torr and a temperature near 900 K lie in the usual range of low-pressure chemical vapour deposition. The flow and the volume are small, nearer to a research cell than to a production furnace, and three cubes joined by narrow ports are an idealized geometry. With 1 Torr held in the middle chamber, and with inlet and outlet on opposite faces of each chamber, incomplete stirring moves the answer most among the effects estimated here, by about −12 per cent, followed by the assumed temperature spread. With the other port positions estimated above, the stirring effect is smaller and in one case changes sign, so this ranking depends on the geometry. With 1 Torr held in the last chamber, the pressure drop would matter more than either, so the place where the pressure is measured must be known. These estimates were not combined, and they rest on rough gas properties. Dead spaces behind narrow gaps and tracer held on the walls were not estimated. Either could feed tracer back slowly and dominate a residue this small, so 0.62 per cent is the value for the ideal model and not a prediction for a particular reactor.

**Variation 1: the same volumes in parallel**

*Question.* The flow and the pulse are divided equally among the three volumes, which now stand side by side. The total volume and total flow are unchanged. What fraction remains after 3 s?

*Solution.* Each volume V/3 now receives only Q/3. Its loss rate is

(Q/3)/(V/3) = Q/V = 1/τ,

one third of the rate in the series arrangement. Each volume starts with one third of the pulse, and every part decays by the same factor, so the total is

R_parallel = 3 × (1/3) exp(−t/τ) = exp(−t/τ).

At 3 s this is exp(−3) = 4.98 per cent, eight times the series result. A single stirred volume V carrying the flow Q has the same loss rate and hence the same answer.

The mean residence time is τ in both arrangements, so the mean alone does not fix the residue. What differs is the spread. For the single exponential, the mean square exit time is 2τ² and the variance is 2τ² − τ² = τ², three times the series value.

The parallel arrangement does not hold more tracer at every time. Shortly after the pulse it has already lost a fraction t/τ, whereas the series arrangement has lost only a³/6 = 4.5 (t/τ)³. The series chain holds more at first and less later. This must be so, because the area under each curve of R against time equals the same mean, τ.

**Variation 2: an error in the residence time**

*Question.* The observation time stays at 3 s, but the true total residence time is 1 per cent longer than supposed. By how much does the residue in the series arrangement change?

*Solution.* Differentiate R with respect to a. The product rule gives

dR/da = exp(−a) [(1 + a) − (1 + a + a²/2)] = −(a²/2) exp(−a).

At fixed t, a = 3t/τ, so a relative increase in τ produces an equal relative decrease in a. Therefore

d ln R/d ln τ = −(a/R) dR/da = (a³/2)/(1 + a + a²/2).

At a = 9 this is 364.5/50.5 = 7.2. To first order, a residence time 1 per cent longer raises the residue by 7.2 per cent of its value. Evaluating R directly with τ = 1.01 s gives 0.669 per cent of the pulse, an increase of 7.4 per cent. The small difference is the curvature that the first-order estimate omits.

Polynomial division puts the sensitivity in a form that shows its trend:

a³/(a² + 2a + 2) = a − 2 + (2a + 4)/(a² + 2a + 2).

At large a it approaches a − 2. The longer one waits, the smaller the residue becomes, but the more strongly its relative value depends on the residence time.

For an ideal gas at a fixed molar flow, τ is proportional to Vp/T. A pressure reading 1 per cent too low, with volume, temperature and molar flow correctly known, therefore has nearly the effect calculated here. A residue inferred from flow settings is correspondingly less certain than the settings themselves. To claim it to 1 per cent of its value at 3 s, within this model, one would need τ to about one part in seven hundred.
